# Choosing the displacement in central-difference Hessians of floppy metal alkyls: test program

```python
"""
Result under test: a force constant from central differences of noisy gradients,
  K(h) = [g(+h) - g(-h)]/(2h),  has least rms error at  h* = (3 sigma/|T|)^(1/3),
with value (sqrt(3)/2) sigma/h*.
  sigma : standard deviation of each gradient component (independent errors)
  T     : third derivative of the gradient (fourth derivative of the energy)
Part 1 tests the law by direct search with random noise on a tethered Morse bond.
Part 2 applies it to the methyl torsion of staggered dimethylberyllium, RHF/STO-3G.
Atomic units inside: Eh (energy), a0 (length), electron mass.
"""
import os
for name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[name] = "1"      # one core: idle threads would only slow the work
import numpy as np
import sympy as sp
from scipy import constants as const
from pyscf import gto, scf, lib

lib.num_threads(1)
rng = np.random.default_rng(7)


def best_step(sigma, T):
    return (3 * sigma / abs(T)) ** (1 / 3)


def rms_error(truncation, sigma, h):
    return np.sqrt(truncation**2 + sigma**2 / (2 * h**2))


# ---------------- Part 1: direct search with random noise ----------------
depth, decay, bond, soft = 0.17, 1.0, 2.06, 0.002


def bond_gradient(y):
    """Gradient for a sideways displacement y of an atom on a Morse bond."""
    r = np.sqrt(bond**2 + y**2)
    e = np.exp(-decay * (r - bond))
    return 2 * depth * decay * e * (1 - e) * y / r + soft * y


ys = sp.symbols("y", real=True)
rs = sp.sqrt(sp.Rational(206, 100)**2 + ys**2)
morse = sp.Rational(17, 100) * (1 - sp.exp(-(rs - sp.Rational(206, 100))))**2
T_bond = float(sp.diff(morse, ys, 4).subs(ys, 0))
assert abs(T_bond / (3 * 2 * depth * decay**2 / bond**2) - 1) < 1e-10

noise_a, noise_b = rng.standard_normal((2, 20000))


def sampled_rms(h, sigma, na, nb):
    est = (bond_gradient(h) + sigma * na - bond_gradient(-h) - sigma * nb) / (2 * h)
    return np.sqrt(np.mean((est - soft)**2))


steps = np.logspace(-3, 0, 301)
sigmas = np.logspace(-8, -4, 5)
found = []
for s in sigmas:
    errs = np.array([sampled_rms(h, s, noise_a, noise_b) for h in steps])
    h_found = steps[errs.argmin()]
    found.append(h_found)
    h_law = best_step(s, T_bond)
    assert abs(h_found / h_law - 1) < 0.06      # grid spacing and sampling
    assert abs(errs.min() / (np.sqrt(3) / 2 * s / h_law) - 1) < 0.03
slope = np.polyfit(np.log(sigmas), np.log(found), 1)[0]
assert abs(slope - 1 / 3) < 0.008

s0 = 1e-7
h0 = best_step(s0, T_bond)
penalty = {}
for x in (0.5, 2.0):
    penalty[x] = np.sqrt((x**4 + 2 / x**2) / 3)
    sampled = (sampled_rms(x * h0, s0, noise_a, noise_b)
               / sampled_rms(h0, s0, noise_a, noise_b))
    assert abs(sampled / penalty[x] - 1) < 0.03

corr = 0.9
noise_c = corr * noise_a + np.sqrt(1 - corr**2) * noise_b
errs = [sampled_rms(h, s0, noise_a, noise_c) for h in steps]
h_corr = steps[int(np.argmin(errs))]
assert abs(h_corr / best_step(s0 * np.sqrt(1 - corr), T_bond) - 1) < 0.06

worst = []
for h in steps:
    worst.append(max(abs((bond_gradient(h) + a * s0 - bond_gradient(-h) - b * s0)
                         / (2 * h) - soft) for a in (-1, 1) for b in (-1, 1)))
assert abs(steps[int(np.argmin(worst))] / h0 - 1) < 0.03
assert abs(min(worst) / (1.5 * s0 / h0) - 1) < 0.01

# noise of a normal-mode eigenvalue from a full noisy, symmetrised Hessian
masses = rng.uniform(1, 30, 9)
mode = rng.standard_normal(9)
mode /= np.linalg.norm(mode)
cvec = mode / np.sqrt(masses)
plus, minus = rng.standard_normal((2, 20000, 9, 9))
hess_noise = (plus - minus) / (2 * 0.1)
hess_noise = (hess_noise + hess_noise.transpose(0, 2, 1)) / 2
spread = np.std((hess_noise @ cvec) @ cvec)
assert abs(spread / (np.sum(mode**2 / masses) / (np.sqrt(2) * 0.1)) - 1) < 0.03

print(f"Morse test: fourth derivative T = {T_bond:.4f} Eh/a0^4")
for s, h in zip(sigmas, found):
    print(f"  sigma {s:.0e} Eh/a0: searched h {h:.4f}, law {best_step(s, T_bond):.4f} a0")
print(f"Fitted exponent of h against sigma = {slope:.4f}")
print(f"Error penalty at h*/2 = {penalty[0.5]:.3f}, at 2h* = {penalty[2.0]:.3f}",
      flush=True)

# ---------------- Part 2: dimethylberyllium ----------------
symbols = ["Be", "C", "C"] + ["H"] * 6
angles = np.radians([0, 120, 240, 60, 180, 300])
side = np.array([1, 1, 1, -1, -1, -1])      # upper and lower methyl group


def run_scf(X, guess=None, loose=False):
    mol = gto.M(atom=[(s, tuple(x)) for s, x in zip(symbols, X)],
                basis="sto-3g", unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    if loose:
        mf.conv_tol = 1e-6
        mf.conv_check = False
    else:
        mf.conv_tol, mf.conv_tol_grad = 1e-10, 3e-8
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def gradient(X, guess=None, loose=False):
    mf = run_scf(X, guess, loose)
    return np.array(mf.nuc_grad_method().kernel()), mf


def ring(phi, radius, height):
    return np.column_stack([radius * np.cos(phi), radius * np.sin(phi),
                            side * height])


X = np.zeros((9, 3))
X[1, 2], X[2, 2] = 3.19, -3.19
X[3:] = ring(angles, 1.914, 3.94)

carbon_axial, radial, hyd_axial, torsion = np.zeros((4, 9, 3))
carbon_axial[1, 2], carbon_axial[2, 2] = 1, -1
radial[3:, 0], radial[3:, 1] = np.cos(angles), np.sin(angles)
hyd_axial[3:, 2] = side
torsion[3:, 0], torsion[3:, 1] = -side * np.sin(angles), side * np.cos(angles)
for v in (carbon_axial, radial, hyd_axial, torsion):
    v /= np.linalg.norm(v)
sym_dirs = np.array([carbon_axial, radial, hyd_axial])


def project(g):
    return np.einsum("kij,ij->k", sym_dirs, g)


# quasi-Newton optimisation in the three symmetric coordinates
g, mf = gradient(X)
dm = mf.make_rdm1()
force = project(g)
jac = np.zeros((3, 3))
for k in range(3):
    jac[:, k] = (project(gradient(X + 0.03 * sym_dirs[k], dm)[0]) - force) / 0.03
for _ in range(12):
    if np.abs(force).max() < 3e-7:
        break
    move = -np.linalg.solve(jac, force)
    X = X + np.einsum("k,kij->ij", move, sym_dirs)
    g, mf = gradient(X, dm)
    dm = mf.make_rdm1()
    new = project(g)
    jac += np.outer(new - force - jac @ move, move) / (move @ move)
    force = new
assert np.abs(force).max() < 1e-6
g_eq, e_stag = g, mf.e_tot
rho = np.hypot(X[3, 0], X[3, 1])
r_mc = X[1, 2]
r_ch = np.linalg.norm(X[3] - X[1])
assert abs(np.sum(torsion * g_eq)) < 1e-6    # zero by symmetry
a0 = const.physical_constants["Bohr radius"][0] * 1e10
print("Dimethylberyllium, staggered, RHF/STO-3G")
print(f"Be-C distance = {r_mc * a0:.4f} Angstrom")
print(f"C-H distance = {r_ch * a0:.4f} Angstrom")
print(f"Hydrogen ring radius rho = {rho:.4f} a0")
print(f"Largest symmetric residual gradient = {np.abs(force).max():.1e} Eh/a0",
      flush=True)


def torsion_force(Y):
    return np.sum(torsion * gradient(Y, dm)[0])


# straight displacement along the torsion; mirror symmetry makes the force odd
q_list = np.array([0.1, 0.2, 0.3])
f_line = np.array([torsion_force(X + q * torsion) for q in q_list])
assert abs(torsion_force(X - 0.3 * torsion) + f_line[2]) < 1e-6
design = np.column_stack([np.ones(3), q_list**2 / 6, q_list**4 / 120])
k_tor, T_line, _ = np.linalg.solve(design, f_line / q_list)

# ring breathing explains the truncation of the straight torsional step
dR = 0.05
f_plus = np.sum(radial * gradient(X + dR * radial, dm)[0])
f_minus = np.sum(radial * gradient(X - dR * radial, dm)[0])
k_ring = (f_plus - f_minus) / (2 * dR)
T_ring = k_ring / (2 * rho**2)
assert abs(T_line / T_ring - 1) < 0.04

# a residual radial gradient adds a false torsional force constant
k_off = torsion_force(X + dR * radial + 0.1 * torsion) / 0.1
false_k = f_plus / (np.sqrt(6) * (rho + dR / np.sqrt(6)))
assert abs((k_off - k_tor - T_line * 0.1**2 / 6) / false_k - 1) < 0.04

# barrier from energies, and displacement along the arc
Y = X.copy()
turned = angles + np.where(side < 0, np.pi / 3, 0)
Y[3:] = ring(turned, rho, X[3, 2])
barrier = run_scf(Y, dm).e_tot - e_stag
k_barrier = 3 * barrier / rho**2
assert abs(k_tor - k_barrier) < 1.5e-6 + 0.1 * abs(k_tor)
q_arc = 0.3
phi = angles + side * q_arc / (np.sqrt(6) * rho)
Y[3:] = ring(phi, rho, X[3, 2])
tangent = np.zeros((9, 3))
tangent[3:, 0] = -side * np.sin(phi) / np.sqrt(6)
tangent[3:, 1] = side * np.cos(phi) / np.sqrt(6)
k_arc = np.sum(tangent * gradient(Y, dm)[0]) / q_arc
kq = np.sqrt(6) / rho * q_arc
assert abs(k_arc - k_tor * np.sin(kq) / kq) < 1.5e-6 + 0.05 * abs(k_tor)


def cartesian_force_constant(h):
    """Torsional force constant of the full atom-by-atom Cartesian Hessian.
    Symmetry leaves two distinct hydrogens: atom 3 (weight 2), atom 4 (weight 4)."""
    def column(atom, axis, odd):
        shift = np.zeros((9, 3))
        shift[atom, axis] = h
        up = torsion_force(X + shift)
        down = -up if odd else torsion_force(X - shift)
        return torsion[atom, axis] * (up - down) / (2 * h)
    return 2 * column(3, 1, True) + 4 * (column(4, 0, False) + column(4, 1, False))


h_ref = 0.1
k_ref = cartesian_force_constant(h_ref)
T_cart = 6 * (k_ref - k_tor) / h_ref**2
sigma = 1e-5
h_opt = best_step(sigma, T_cart)
trunc_law = T_cart * h_opt**2 / 6
trunc_true = cartesian_force_constant(h_opt) - k_tor
assert abs(trunc_true / trunc_law - 1) < 0.1
rms_opt = rms_error(trunc_true, sigma, h_opt)
rms_ref = rms_error(k_ref - k_tor, sigma, h_ref)
h_small = 0.01
rms_small = rms_error(T_cart * h_small**2 / 6, sigma, h_small)
assert rms_opt < rms_ref and rms_opt < rms_small

# real gradient noise of loosely converged runs from perturbed densities
deviations = []
for _ in range(3):
    kick = 0.01 * rng.standard_normal(dm.shape)
    g_loose, _ = gradient(X, np.asarray(dm) + (kick + kick.T) / 2, loose=True)
    deviations.append((g_loose - g_eq)[3:])
sigma_scf = np.sqrt(np.mean(np.square(deviations)))
assert sigma_scf > 0

# ---------------- remaining numbers for the text ----------------
to_cm = const.physical_constants["hartree-inverse meter relationship"][0] / 100
m_h = const.m_p / const.m_e + 1


def wavenumber(k):
    return np.sign(k) * np.sqrt(abs(k) / m_h) * to_cm


target = 0.1 * abs(k_tor)
sigma_need = (2 * target / np.sqrt(3))**1.5 * np.sqrt(3 / abs(T_cart))
assert abs(np.sqrt(3) / 2 * sigma_need / best_step(sigma_need, T_cart)
           / target - 1) < 1e-9
threshold = 3e-4
kT = const.k * 300 / (const.h * const.c * 100)

print(f"Torsional force constant k = {k_tor:.3e} Eh/a0^2")
print(f"Same from barrier, 3 V3/rho^2 = {k_barrier:.3e} Eh/a0^2")
print(f"Harmonic torsion (negative = imaginary) = {wavenumber(k_tor):.1f} cm^-1")
print(f"Barrier V3 (eclipsed - staggered) = {barrier * to_cm:.2f} cm^-1")
print(f"kT at 300 K = {kT:.1f} cm^-1")
print(f"Ring-breathing force constant k_R = {k_ring:.4f} Eh/a0^2")
print(f"T_line from torsional steps = {T_line:.5f} Eh/a0^4")
print(f"T_line from k_R/(2 rho^2) = {T_ring:.5f} Eh/a0^4")
print(f"Slope/step at q = 0.3 a0: line {f_line[2] / 0.3:.3e}, arc {k_arc:.3e} Eh/a0^2")
print(f"Cartesian Hessian, h = {h_ref} a0: K = {k_ref:.4e} Eh/a0^2")
print(f"T of Cartesian Hessian = {T_cart:.4f} Eh/a0^4")
print(f"Chosen noise sigma = {sigma:.0e} Eh/a0")
print(f"Optimal step h* = {h_opt:.4f} a0 = {h_opt * a0:.4f} Angstrom")
print(f"Truncation at h*: law {trunc_law:.3e}, computed {trunc_true:.3e} Eh/a0^2")
print(f"rms error at h* = {rms_opt:.3e} Eh/a0^2")
print(f"rms error at h = {h_ref} a0: {rms_ref:.3e} Eh/a0^2")
print(f"rms error at h = {h_small} a0: {rms_small:.3e} Eh/a0^2")
print("Noise, optimal step, least error in k, wavenumber of that error:")
for s in (1e-4, 1e-5, 1e-6):
    h = best_step(s, T_cart)
    dk = np.sqrt(3) / 2 * s / h
    print(f"  {s:.0e} Eh/a0, {h:.4f} a0, {dk:.3e} Eh/a0^2, {wavenumber(dk):.1f} cm^-1")
print(f"Noise needed for 10 percent error in k = {sigma_need:.1e} Eh/a0")
print(f"Loose-SCF noise on H gradients = {sigma_scf:.2e} Eh/a0")
print(f"Optimal step for that noise = {best_step(sigma_scf, T_cart):.4f} a0")
print(f"Chosen residual radial gradient F_R = {threshold:.0e} Eh/a0")
print(f"False torsional k from F_R = {threshold / (np.sqrt(6) * rho):.2e} Eh/a0^2")
print("PASS")
```

Printed output:

```
Morse test: fourth derivative T = 0.2404 Eh/a0^4
  sigma 1e-08 Eh/a0: searched h 0.0050, law 0.0050 a0
  sigma 1e-07 Eh/a0: searched h 0.0107, law 0.0108 a0
  sigma 1e-06 Eh/a0: searched h 0.0229, law 0.0232 a0
  sigma 1e-05 Eh/a0: searched h 0.0501, law 0.0500 a0
  sigma 1e-04 Eh/a0: searched h 0.1072, law 0.1077 a0
Fitted exponent of h against sigma = 0.3330
Error penalty at h*/2 = 1.639, at 2h* = 2.345
Dimethylberyllium, staggered, RHF/STO-3G
Be-C distance = 1.6949 Angstrom
C-H distance = 1.0845 Angstrom
Hydrogen ring radius rho = 1.9025 a0
Largest symmetric residual gradient = 1.0e-07 Eh/a0
Torsional force constant k = 1.016e-05 Eh/a0^2
Same from barrier, 3 V3/rho^2 = 1.020e-05 Eh/a0^2
Harmonic torsion (negative = imaginary) = 16.3 cm^-1
Barrier V3 (eclipsed - staggered) = 2.70 cm^-1
kT at 300 K = 208.5 cm^-1
Ring-breathing force constant k_R = 0.4219 Eh/a0^2
T_line from torsional steps = 0.05826 Eh/a0^4
T_line from k_R/(2 rho^2) = 0.05829 Eh/a0^4
Slope/step at q = 0.3 a0: line 8.776e-04, arc 9.934e-06 Eh/a0^2
Cartesian Hessian, h = 0.1 a0: K = -5.0549e-04 Eh/a0^2
T of Cartesian Hessian = -0.3094 Eh/a0^4
Chosen noise sigma = 1e-05 Eh/a0
Optimal step h* = 0.0459 a0 = 0.0243 Angstrom
Truncation at h*: law -1.088e-04, computed -1.088e-04 Eh/a0^2
rms error at h* = 1.885e-04 Eh/a0^2
rms error at h = 0.1 a0: 5.205e-04 Eh/a0^2
rms error at h = 0.01 a0: 7.071e-04 Eh/a0^2
Noise, optimal step, least error in k, wavenumber of that error:
  1e-04 Eh/a0, 0.0990 a0, 8.750e-04 Eh/a0^2, 151.5 cm^-1
  1e-05 Eh/a0, 0.0459 a0, 1.885e-04 Eh/a0^2, 70.3 cm^-1
  1e-06 Eh/a0, 0.0213 a0, 4.061e-05 Eh/a0^2, 32.6 cm^-1
Noise needed for 10 percent error in k = 4.0e-09 Eh/a0
Loose-SCF noise on H gradients = 4.16e-06 Eh/a0
Optimal step for that noise = 0.0343 a0
Chosen residual radial gradient F_R = 3e-04 Eh/a0
False torsional k from F_R = 6.44e-05 Eh/a0^2
PASS
```
